# Near-field energy transfer from a dipole emitter to a lossy metal

## A half-space that hardly disturbs the field

Let a dipole $\mathrm{Re}(p\,e^{-i\omega t})$, pointing along the surface normal, stand in vacuum at height $d$ above a half-space of permittivity $\varepsilon=\varepsilon'+i\varepsilon''$. Suppose first that $|\varepsilon-1|\ll1$. To lowest order the field inside is then the dipole's own field. Close to the dipole it is electrostatic, with

$$|E|^2=\frac{|p|^2(1+3u^2)}{16\pi^2\varepsilon_0^2r^6},$$

where $u$ is the cosine of the angle between the downward normal and the direction to the field point. The mean heat per volume is $\tfrac12\omega\varepsilon_0\varepsilon''|E|^2$. Along each direction the material begins at $r=d/u$, and $\int_{d/u}^{\infty}r^2\,dr/r^6=u^3/(3d^3)$. Hence

$$P=\frac{\omega\varepsilon''|p|^2}{32\pi^2\varepsilon_0}\,\frac{2\pi}{3d^3}\int_0^1(1+3u^2)u^3\,du
=\frac{\omega\varepsilon''|p|^2}{64\pi\varepsilon_0d^3},$$

since the last integral is $\tfrac14+\tfrac12=\tfrac34$. Each volume element takes energy as $r^{-6}$; three integrations over the half-space leave $d^{-3}$. A real metal also changes the field, and this alters the material factor but not the power of $d$.

## Assumptions and theorem

The metal fills $z<0$. It is flat, isotropic, non-magnetic and local, with $\varepsilon''>0$. The emitter is a point at $z=d$ in vacuum, with transition frequency $\omega$ and transition dipole $\boldsymbol\mu=\langle g|\hat{\boldsymbol\mu}|e\rangle$. Write $k=\omega/c$ and

$$\beta=\frac{\varepsilon-1}{\varepsilon+1}.$$

The near-field regime requires $kd\ll1$ and $kd\sqrt{|\varepsilon|}\ll1$, so that retardation is small in both media. For a low-loss metal these conditions are not sufficient. Surface plasmons with $q$ near $k$ can take energy at a rate of the order of the free-space radiative rate, even when $\mathrm{Im}\beta$ is very small, so $(kd)^3\ll\mathrm{Im}\beta$ is needed as well. For example, at $\varepsilon=-10+0.3i$ and $kd=0.06$ the theorem gives only 86% of the orientation-averaged absorption. Near $\varepsilon'=-1$ at low loss even these three conditions do not suffice, because the plasmon then has $q$ well above $k$ and takes much more energy: at $\varepsilon=-1.1+0.001i$ and $kd=0.05$ the theorem gives only 31%. The coupling is weak enough for a constant decay rate, and $\hbar\omega\gg k_BT$, so the metal starts in its ground state.

**Theorem.** To leading order in $kd$ the rate of energy transfer to the metal is

$$\Gamma=\mathrm{Im}\!\left(\frac{\varepsilon-1}{\varepsilon+1}\right)\frac{|\mu_\parallel|^2+2|\mu_\perp|^2}{16\pi\varepsilon_0\hbar d^3}.$$

The subscripts refer to the surface: $\mu_\perp$ lies along its normal.

## From quantum rate to classical power

**Lemma 1.** If a classical dipole of amplitude $\mathbf p=2\boldsymbol\mu$ delivers mean power $P$ to the metal, then $\Gamma=P/(\hbar\omega)$.

*Proof.* The coupling is $-\hat{\boldsymbol\mu}\cdot\hat{\mathbf E}$, with $\hat{\mathbf E}$ the metal's field at the emitter. Decay of the emitter raises the metal from $|0\rangle$ to $|f\rangle$. The golden rule gives

$$\Gamma=\frac{2\pi}{\hbar}\sum_f|\boldsymbol\mu\cdot\langle f|\hat{\mathbf E}|0\rangle|^2\,\delta(E_f-E_0-\hbar\omega).$$

A classical dipole perturbs the metal by $-\tfrac12\mathbf p\cdot\hat{\mathbf E}\,e^{-i\omega t}$ plus the Hermitian conjugate. The term in $e^{-i\omega t}$ causes absorption, at the same rate with $\boldsymbol\mu$ replaced by $\mathbf p/2$. The ground state cannot emit. Each absorption takes $\hbar\omega$, so $P/(\hbar\omega)$ equals the sum above when $\mathbf p=2\boldsymbol\mu$. $\square$

The lemma was tested on an emitter coupled to 1000 oscillators spread between 0.5 and 1.5 times its frequency. The decay rate found by diagonalization, divided by the rate from classical absorbed power, was 1.007. The classical response was smoothed in frequency, so agreement was asked for only within 2%.

## The reflected field

**Lemma 2.** A charge $q$ at height $d$ produces, above the surface, its own potential and that of an image $-\beta q$ at depth $d$. Below the surface its own potential is multiplied by $2/(\varepsilon+1)$.

*Proof.* Let $R_1$ and $R_2$ be the distances from the charge and from its mirror point. Try $1/R_1+A/R_2$ above and $B/R_1$ below, in units of $q/(4\pi\varepsilon_0)$. Both satisfy the required equations in their own regions. At $z=0$ one has $R_1=R_2=s$, while $\partial_zR_1^{-1}=d/s^3$ and $\partial_zR_2^{-1}=-d/s^3$. Continuity of the potential and of the normal displacement gives

$$1+A=B,\qquad 1-A=\varepsilon B.$$

Their sum is $2=(1+\varepsilon)B$, so $B=2/(\varepsilon+1)$ and $A=B-1=-\beta$. $\square$

**Lemma 3.** The reflected field at the dipole is

$$E_\perp=\frac{2\beta p_\perp}{32\pi\varepsilon_0d^3},\qquad E_\parallel=\frac{\beta p_\parallel}{32\pi\varepsilon_0d^3}.$$

*Proof.* Imaging multiplies every charge by $-\beta$ and reverses normal displacements. The image dipole is therefore $p'_\perp=\beta p_\perp$, $p'_\parallel=-\beta p_\parallel$. The emitter lies at distance $2d$ along the normal $\hat{\mathbf z}$, where the image field is

$$\mathbf E=\frac{3\hat{\mathbf z}(\hat{\mathbf z}\cdot\mathbf p')-\mathbf p'}{4\pi\varepsilon_0(2d)^3}.$$

The numerator is $2p'_\perp=2\beta p_\perp$ along the normal and $-p'_\parallel=\beta p_\parallel$ along the surface. $\square$

**Proof of the theorem.** The field does work on the dipole at the mean rate $\tfrac12\mathrm{Re}(\dot{\mathbf p}^*\cdot\mathbf E)$. With $\dot{\mathbf p}=-i\omega\mathbf p$ this is $-\tfrac\omega2\mathrm{Im}(\mathbf p^*\cdot\mathbf E)$. The dipole therefore gives up

$$P=\frac\omega2\,\mathrm{Im}(\mathbf p^*\cdot\mathbf E)=\frac{\omega\,\mathrm{Im}\beta}{64\pi\varepsilon_0d^3}\left(|p_\parallel|^2+2|p_\perp|^2\right).$$

Put $\mathbf p=2\boldsymbol\mu$, which supplies a factor 4, and divide by $\hbar\omega$. $\square$

## The same power found as heat

**Proposition 1.** The heat produced in the metal equals $P$. The fraction produced below depth $t$ is $[d/(d+t)]^3$.

*Proof.* By Lemma 2 the inside field is $2/(\varepsilon+1)$ times that of the bare dipole. For unit direction $\mathbf n$ the bare field satisfies $|3\mathbf n(\mathbf n\cdot\mathbf p)-\mathbf p|^2=|\mathbf p|^2+3|\mathbf n\cdot\mathbf p|^2$. Averaged over azimuth, $|\mathbf n\cdot\mathbf p|^2$ is $u^2|p_\perp|^2+\tfrac12(1-u^2)|p_\parallel|^2$. Below depth $t$, with $h=d+t$, the radial integral is $u^3/(3h^3)$. The angular integrals are

$$\int_0^1u^3(1+3u^2)\,du=\frac34,\qquad
\int_0^1u^3\left(\frac52-\frac32u^2\right)du=\frac58-\frac14=\frac38$$

for the perpendicular and parallel parts. Multiplication by $2\pi/(3h^3)$ gives $\pi/(2h^3)$ and $\pi/(4h^3)$. The heat is

$$\frac{\omega\varepsilon_0\varepsilon''}{2}\,\frac{4}{|\varepsilon+1|^2}\,\frac{1}{16\pi^2\varepsilon_0^2}\,\frac{\pi}{4h^3}\left(|p_\parallel|^2+2|p_\perp|^2\right).$$

Multiplying numerator and denominator of $\beta$ by $\varepsilon^*+1$ gives

$$\mathrm{Im}\beta=\frac{\mathrm{Im}[(\varepsilon-1)(\varepsilon^*+1)]}{|\varepsilon+1|^2}=\frac{2\varepsilon''}{|\varepsilon+1|^2}.$$

The heat becomes $\omega\,\mathrm{Im}\beta\,(|p_\parallel|^2+2|p_\perp|^2)/(64\pi\varepsilon_0h^3)$. At $t=0$ this is $P$; its ratio to $P$ is the stated fraction. $\square$

**Remark on the material factor.** For $|\varepsilon-1|\ll1$, $\mathrm{Im}\beta\approx\varepsilon''/2$, and the opening result returns. At fixed $\varepsilon''$ the factor peaks at $\varepsilon'=-1$, with value $2/\varepsilon''$. There the surface charge responds resonantly, limited by loss. At fixed $\varepsilon'\ne-1$, however, increasing $\varepsilon''$ raises the transfer only until $\varepsilon''=|\varepsilon'+1|$; beyond that, screening of the inside field wins.

## Retardation and the free-space rate

A spherical wave is a sum of plane waves with in-plane wavevector $\mathbf q$ and $k_z=\sqrt{k^2-q^2}$, where $\mathrm{Im}\,k_z\ge0$:

$$\frac{e^{ikr}}r=\frac{i}{2\pi}\int d^2q\,\frac{e^{i\mathbf q\cdot\boldsymbol\rho+ik_z|z|}}{k_z}.$$

The dipole field is $(4\pi\varepsilon_0)^{-1}[k^2\mathbf p+\nabla(\nabla\cdot\mathbf p)]$ acting on this wave. For a normal dipole the operator gives $k^2-k_z^2=q^2$ in $E_z$. Reflection multiplies $E_z$ by $r_p$, and the path down and back adds $e^{2ik_zd}$.

For a parallel dipole, the part of the field perpendicular to $\mathbf q$ has weight $k^2$ and is multiplied by $r_s$. The part along $\mathbf q$ has weight $k^2-q^2=k_z^2$ and is multiplied by $-r_p$: the wave is transverse, so reversing $k_z$ reverses this component relative to $E_z$. Azimuthal averaging gives each part a factor $\tfrac12$.

Set $s=q/k$, $s_z=k_z/k$, $s_{z2}=\sqrt{\varepsilon-s^2}$. The Fresnel coefficients are

$$r_p=\frac{\varepsilon s_z-s_{z2}}{\varepsilon s_z+s_{z2}},\qquad r_s=\frac{s_z-s_{z2}}{s_z+s_{z2}}.$$

The direct field of the normal dipole fixes the free-space power. Only $s<1$ contributes to its work, and with $w=s_z$ one has $s\,ds=-w\,dw$:

$$P_0=\frac{\omega|p|^2k^3}{8\pi\varepsilon_0}\int_0^1(1-w^2)\,dw=\frac{\omega k^3|p|^2}{12\pi\varepsilon_0}.$$

The argument of Lemma 1, with the radiation field as absorber, gives $\Gamma_0=\omega^3|\mu|^2/(3\pi\varepsilon_0\hbar c^3)$. For angle $\theta$ from the normal, $|\mu_\parallel|^2+2|\mu_\perp|^2=|\mu|^2(1+\cos^2\theta)$, and division yields

$$\frac{\Gamma}{\Gamma_0}=\frac{3\,\mathrm{Im}\beta\,(1+\cos^2\theta)}{16(kd)^3},\qquad
\left\langle\frac{\Gamma}{\Gamma_0}\right\rangle=\frac{\mathrm{Im}\beta}{4(kd)^3},$$

the latter from $\langle\cos^2\theta\rangle=\tfrac13$.

Waves with $s>1$ carry no power away through the vacuum, so their work enters the metal. With $s_z=it$ and $s\,ds=t\,dt$, their contributions relative to $\Gamma_0$ are

$$A_\perp=\frac32\int_0^\infty(1+t^2)\,\mathrm{Im}\,r_p\,e^{-2kdt}dt,$$

$$A_\parallel=\frac34\int_0^\infty(\mathrm{Im}\,r_s+t^2\,\mathrm{Im}\,r_p)e^{-2kdt}dt.$$

Propagating waves add an absorption of at most $\tfrac12$,

$$\frac34\int_0^1(1-w^2)(1-|r_p|^2)dw,\qquad
\frac38\int_0^1[1-|r_s|^2+w^2(1-|r_p|^2)]dw,$$

for the two orientations, because half of the free emission points downward.

**Proposition 2.** With $R=\mathrm{Im}[\beta\varepsilon/(\varepsilon+1)]/\mathrm{Im}\beta$, the first relative corrections to the theorem are $2(kd)^2(1+R)$ for a perpendicular dipole and $2(kd)^2R$ for a parallel one.

*Proof.* Small $kd$ gives weight to large $t$, where $s_{z2}\approx it[1-(\varepsilon-1)/(2t^2)]$. Thus

$$r_p\approx\frac{(\varepsilon-1)[1+1/(2t^2)]}{(\varepsilon+1)-(\varepsilon-1)/(2t^2)}
\approx\beta\left[1+\frac{\varepsilon}{(\varepsilon+1)t^2}\right].$$

The bracket collects $\tfrac12+(\varepsilon-1)/[2(\varepsilon+1)]=\varepsilon/(\varepsilon+1)$. The $t^2$ term integrates to $2\,\mathrm{Im}\beta/(2kd)^3$, which reproduces the theorem. The constant terms integrate to $\mathrm{Im}\beta\,(1+R)/(2kd)$ and $\mathrm{Im}\beta\,R/(2kd)$. Their ratios to the leading term are the stated corrections. The region $t\sim1$, the propagating waves and $r_s\approx(\varepsilon-1)/(4t^2)$ enter at relative order $(kd)^3$. At fixed $\varepsilon'<-1$ and low loss, surface plasmons make the coefficient of this term grow as $1/\mathrm{Im}\beta$, so the corrections stated here dominate only at correspondingly smaller $kd$. $\square$

## Very small distances: a nonlocal metal

At small $d$ the field varies over lengths that electrons cross during an optical cycle. Let electrons reflect specularly from the surface. The metal potential for in-plane wavenumber $q$ can then be continued evenly across $z=0$, with a fictitious charge sheet $\sigma$ there. If $\varepsilon_L(K)$ is the longitudinal bulk response and $K^2=q^2+\kappa^2$, the surface potential is $(\sigma/\varepsilon_0)\int_{-\infty}^{\infty}d\kappa/(2\pi K^2\varepsilon_L)$, and the displacement just inside is $-\sigma/2$.

On the vacuum side take $e^{qz}-\beta_qe^{-qz}$. Its surface potential is $1-\beta_q$ and its displacement $-\varepsilon_0q(1+\beta_q)$, so $\sigma=2\varepsilon_0q(1+\beta_q)$. Equating potentials and putting $\kappa=q\tan\varphi$ gives

$$\beta_q=\frac{1-Z}{1+Z},\qquad Z=\frac2\pi\int_0^{\pi/2}\frac{d\varphi}{\varepsilon_L(q/\cos\varphi)}.$$

A local metal has $Z=1/\varepsilon$ and $\beta_q=\beta$.

For $\varepsilon_L$, let free electrons of Fermi speed $v$ feel a potential energy $U$ and relax at rate $\gamma$ to the local density. Write the change of their distribution as $-f_0'h$, with $f_0'$ the energy derivative of the equilibrium distribution. With $\eta$ the cosine between velocity and $\mathbf K$, the Boltzmann equation is

$$(\gamma-i\omega+iKv\eta)h=\gamma\bar h-iKv\eta U,$$

where the bar is an angular average. Solving for $h$ and averaging, with $\tilde\omega=\omega+i\gamma$ and $a=i\gamma/\omega$, gives

$$\bar h=-U\frac{(1+a)g}{1+ag},\qquad g=1-\frac{\tilde\omega}{2Kv}\ln\frac{\tilde\omega+Kv}{\tilde\omega-Kv}.$$

The density change is $3n\bar h/(mv^2)$. Poisson's equation, with plasma frequency $\omega_p$ and local background $\varepsilon_b$, then yields

$$\varepsilon_L=\varepsilon_b+\frac{3\omega_p^2}{K^2v^2}\frac{(1+a)g}{1+ag}.$$

The requirement $\varepsilon_L(0)=\varepsilon$ fixes $\varepsilon_b=\varepsilon+\omega_p^2/(\omega\tilde\omega)$. Since the near-field integral weights each wave by $q^2e^{-2qd}$, the local rate is multiplied by

$$N=\frac{4d^3}{\mathrm{Im}\beta}\int_0^\infty q^2\,\mathrm{Im}\beta_q\,e^{-2qd}\,dq.$$

This estimate omits electron spill-out and surface states.

## A green emitter above gold

Take a photon energy of 2.4 eV, a radiative lifetime of 10 ns and $d=5$ nm. For gold at this energy use the rough value $\varepsilon=-3.7+2.8i$. Then

$$\mathrm{Im}\beta=\frac{2(2.8)}{(-2.7)^2+2.8^2}=0.370.$$

The wavelength is 516.6 nm, so $kd=2\pi(5)/516.6=0.0608$, and the orientation-averaged rate is

$$\frac{\langle\Gamma\rangle}{\Gamma_0}=\frac{0.370}{4(0.0608)^3}\approx411.$$

With $\Gamma_0=10^8\ \mathrm{s^{-1}}$ this gives $4.1\times10^{10}\ \mathrm{s^{-1}}$, or a transfer time of 24 ps. Fixed perpendicular and parallel dipoles have rates $6.2\times10^{10}$ and $3.1\times10^{10}\ \mathrm{s^{-1}}$. An ensemble of fixed, randomly oriented dipoles therefore does not decay as a single exponential; the average is the initial transfer rate per excited emitter if all orientations are equally excited. The emitted light weights the orientations differently. Setting $[d/(d+t)]^3=0.1$ gives $t=5.8$ nm: in the local model 90% of the energy is absorbed above this depth. Excited electrons may carry it further before it becomes heat: with the rough gold values used below, the Fermi speed times the relaxation time is 13 nm.

The table holds $\varepsilon$ and photon energy fixed. Both rates are orientation averages relative to $\Gamma_0$; the retarded one is for a local metal.

| $d$ (nm) | Theorem | Retarded | $N$ |
|---:|---:|---:|---:|
| 2 | 6429 | 6449 | 0.50 |
| 5 | 411 | 421 | 0.76 |
| 10 | 51.4 | 56.7 | 0.87 |
| 20 | 6.43 | 9.53 | 0.94 |
| 40 | 0.80 | 2.57 | 0.97 |

At 5 nm the theorem lies 2% below the retarded result. Proposition 2, with $R=1.86$, predicts corrections of 2.1% and 1.4% for perpendicular and parallel dipoles; the full integrals give 2.9% and 1.6%. At 40 nm the theorem gives only 31% of the retarded absorption.

The nonlocal estimate uses rough gold values: plasma energy 9 eV, damping 0.07 eV and Fermi speed $1.4\times10^6$ m/s. It lowers the near-field rate by 24% at 5 nm and by half at 2 nm. Between these distances the theorem's rate falls by a factor $2.5^3=15.6$, whereas the nonlocal rate falls by $15.6\times0.495/0.758=10.2$. In this model the inverse cube is already lost at the short end, although retardation is negligible there. The sign of the correction is not general. For gold near 1.9 eV, with $\varepsilon\approx-13.7+1.0i$ and the same free-electron values, the local loss is small and the model raises the rate instead, with $N=1.19$ at 2 nm and $1.06$ at 5 nm. For these values no height keeps both corrections below 10%: at 11 nm the nonlocal one is about $-12\%$ and the retarded one about $+13\%$. At 5 nm the rate is better quoted as a few times $10^{10}\ \mathrm{s^{-1}}$.

The following effects are smaller than the nonlocal shift at 5 nm. Changing either part of $\varepsilon$ by 10% moves $\mathrm{Im}\beta$ by between $-12\%$ and $+14\%$. Two equally likely heights, 4.5 and 5.5 nm, raise the mean rate by 6%. An upright emitter made of two point charges 1 nm apart gains 1%. The thermal factor at 300 K is about $5\times10^{-41}$. The width $\hbar\langle\Gamma\rangle=2.7\times10^{-5}$ eV is tiny beside the photon energy, consistent with weak coupling. All these estimates hold the photon energy fixed. The permittivity of gold varies strongly near 2.4 eV, so a shift of about 0.1 eV can change $\mathrm{Im}\beta$ by tens of percent.

**Relation to devices.** A lifetime near 10 ns is of the order found in dyes and colloidal quantum dots, and a spacing of a few nanometres can be set by a thin spacer layer. In a device the emitter may sit in a solid host. If a host of real permittivity $\varepsilon_1$ fills the upper half-space, the boundary conditions contain only $\varepsilon/\varepsilon_1$, and all fields are divided by $\varepsilon_1$. Thus $\mathrm{Im}\beta$ is replaced by

$$\frac1{\varepsilon_1}\mathrm{Im}\frac{\varepsilon-\varepsilon_1}{\varepsilon+\varepsilon_1}=\frac{2\varepsilon''}{|\varepsilon+\varepsilon_1|^2}.$$

For a round $\varepsilon_1=2.25$, roughly that of a polymer, this is $5.6/(1.45^2+2.8^2)=0.56$. At fixed $\mu$ and $d$, without a local-field correction, the rate is about 1.5 times the vacuum value. In an ordinary nitride LED the metal contact is roughly 100 nm or more from the active layer, so the near-field law should not be used there.

For the vacuum example, the retarded calculation for a local metal gives the fraction of decays that radiate upward, if the emitter has no other loss. It is 0.08% at 5 nm and 15% at 40 nm. The remaining values are in the numerical output.

## Computed results

```
Photon energy: 2.40 eV
Vacuum wavelength: 516.6 nm
Gold permittivity (rough): -3.7 + 2.8i
Height d: 5.0 nm;  k*d: 0.06081
beta: 1.3569 + 0.3701i
Radiative lifetime (chosen): 10.0 ns
Free-space radiative rate: 1.000e+08 1/s
Transition dipole: 0.1380 e nm
Transfer rate, perpendicular: 6.172e+10 1/s
Transfer rate, parallel: 3.086e+10 1/s
Transfer rate, orientation mean: 4.114e+10 1/s
Mean transfer rate / radiative rate: 411.4
Transfer time 1/mean rate: 24.30 ps
Depth holding 90% of the heat: 5.77 nm
Relative rates, orientation mean; N = nonlocal/local near field
d(nm)  law      retarded  law/ret.  upward  yield   N
   2  6428.724  6448.891   0.9969   0.310  0.00005  0.495
   5   411.438   420.593   0.9782   0.319  0.00076  0.758
  10    51.430    56.707   0.9069   0.335  0.00587  0.873
  20     6.429     9.532   0.6745   0.372  0.03754  0.935
  40     0.804     2.570   0.3127   0.460  0.15188  0.967
Retardation coefficient R: 1.8569
First correction at d, perp: 2.11 %
First correction at d, parallel: 1.37 %
Retarded/law - 1 at d, perp: 2.86 %
Retarded/law - 1 at d, parallel: 1.59 %
Plasma energy, damping (rough): 9.0, 0.07 eV
Fermi velocity (rough): 1.4e+06 m/s
Nonlocal change at d: -24.2 %
Emitter length 1.0 nm, upright: +1.01 %
Height spread +-0.5 nm: +6.15 %
Im beta range, 10% change in Re or Im eps: -12.4 to +14.0 %
Thermal factor at 300 K: 4.8e-41
hbar * mean rate: 2.71e-05 eV
Mesh shift, retarded integrals: 2.1e-14 (relative)
Mesh shift, nonlocal integral: 8.9e-13 (relative)
Bath test, quantum/classical rate: 1.0066
```
